\section*{The Efros condition for the 1S3/2 hole in a spherical dot}

\section*{Question}

I am trying to find the lowest hole level in a spherical semiconductor dot of radius $a$ with an impenetrable wall. For one parabolic band I would set $j_0(ka)=0$ and get $ka=\pi$. For a valence band with heavy and light holes, I am told that the $1S_{3/2}$ level follows from
\begin{equation}
j_0(x)\,j_2(\sqrt{\beta}\,x)+j_2(x)\,j_0(\sqrt{\beta}\,x)=0 ,
\qquad \beta=\frac{m_l}{m_h},
\label{eq:efros}
\end{equation}
with $E=\hbar^2x^2/(2m_ha^2)$.

I do not see why an ``S'' state contains $j_2$, why both masses enter one equation, or where the plus sign comes from. How is the condition derived, and how does the level move with $\beta$?

\section*{Answer}

The wall mixes the two kinds of hole. A heavy wave with total angular momentum $3/2$ and even parity has an $l=0$ and an $l=2$ part, and both must vanish at the wall. One heavy wave cannot do this, but a heavy and a light wave of the same energy can do it together. The letter S names the $l=0$ part, which is not the whole state.

\subsection*{The Hamiltonian and its two masses}

Take the fourfold band edge with band angular momentum $J=3/2$, neglect cubic warping, and let the spin-orbit splitting be much larger than the confinement energy. Count hole energy as positive away from the band edge. With $\hbar=m_e=1$,
\begin{equation}
H=\Bigl(\gamma_1+\tfrac52\gamma\Bigr)\frac{p^2}{2}-\gamma(\mathbf p\cdot\mathbf J)^2 .
\end{equation}
For a plane wave, $(\mathbf p\cdot\mathbf J)^2=p^2\lambda^2$, where $\lambda$ is the projection of $\mathbf J$ on $\mathbf p$. Hence
\begin{equation}
E=\frac{p^2}{2}\Bigl(\gamma_1+\tfrac52\gamma-2\gamma\lambda^2\Bigr),
\end{equation}
which gives $1/m_h=\gamma_1-2\gamma$ for $\lambda^2=9/4$ and $1/m_l=\gamma_1+2\gamma$ for $\lambda^2=1/4$. I take $0<\beta\le1$. At one energy $k_h^2/m_h=k_l^2/m_l$, so $k_l=\sqrt\beta\,k_h$. Put $x=k_ha$ and $y=k_la=\sqrt\beta\,x$.

\subsection*{Why $l=0$ and $l=2$ enter equally}

$H$ and the sphere conserve $\mathbf F=\mathbf L+\mathbf J$ and parity. For $F=3/2$, the allowed values are $l=0,1,2,3$, and even parity leaves $l=0$ and $l=2$. Let $\Phi_0(\mathbf n)$ and $\Phi_2(\mathbf n)$ be the normalized angular spinors with the same $F_z$. The operator $(\mathbf J\cdot\mathbf n)^2$ also conserves $F$, $F_z$ and parity, so it acts on this pair as a Hermitian $2\times2$ matrix $A$.

Since $\Phi_0$ does not depend on direction, its diagonal element is an angular average:
\begin{equation}
A_{00}=\Bigl\langle\sum_{ij}\overline{n_in_j}\,J_iJ_j\Bigr\rangle
=\frac{J(J+1)}3=\frac54 ,\qquad \overline{n_in_j}=\frac{\delta_{ij}}3 .
\end{equation}
The eigenvalues of $(\mathbf J\cdot\mathbf n)^2$ are $9/4$ and $1/4$, so
\begin{equation}
\Bigl(A-\tfrac94\Bigr)\Bigl(A-\tfrac14\Bigr)=A^2-\tfrac52A+\tfrac9{16}=0 .
\end{equation}
The 00 element of this identity reads
\begin{equation}
\frac{25}{16}+|A_{02}|^2-\frac{25}{8}+\frac{9}{16}=0
\quad\Longrightarrow\quad |A_{02}|=1 .
\end{equation}
The 02 element gives $A_{02}(A_{00}+A_{22}-5/2)=0$, so $A_{22}=5/4$. Choose the phase of $\Phi_2$ so that $A_{02}=1$. Then
\begin{equation}
A=\begin{pmatrix}5/4&1\\1&5/4\end{pmatrix},\qquad
\text{heavy: }\Phi_0+\Phi_2,\qquad \text{light: }\Phi_0-\Phi_2 .
\end{equation}

\subsection*{Where the plus sign comes from}

These combinations refer to the direction of $\mathbf k$. To get waves in position space, superpose plane waves of fixed $k$. The plane-wave expansion gives
\begin{equation}
\int d\Omega_k\,e^{i\mathbf k\cdot\mathbf r}\,\Phi_l(\hat{\mathbf k})
=4\pi\, i^l j_l(kr)\,\Phi_l(\hat{\mathbf r}),
\end{equation}
because $\Phi_l$ is a sum of spherical harmonics $Y_{lm}$ times constant spinors. The factor $i^l$ is $1$ for $l=0$ and $-1$ for $l=2$. Dropping the common $4\pi$,
\begin{align}
\psi_h&=j_0(k_hr)\Phi_0-j_2(k_hr)\Phi_2,\\
\psi_l&=j_0(k_lr)\Phi_0+j_2(k_lr)\Phi_2 .
\end{align}
Each contains plane waves of one band and one energy, so each solves $H\psi=E\psi$. The radial problem consists of two coupled second-order equations. It has four solutions at given $E$, of which two are regular at the origin, and these are the two.

The general regular solution, up to a factor, is $\psi_h+C\psi_l$. Since $\Phi_0$ and $\Phi_2$ are orthogonal, the wall requires separately
\begin{align}
j_0(x)+C\,j_0(y)&=0,\\
-j_2(x)+C\,j_2(y)&=0 .
\end{align}
The second line gives $C=j_2(x)/j_2(y)$. Inserting this in the first and multiplying by $j_2(y)$ gives $j_0(x)j_2(y)+j_2(x)j_0(y)=0$, which is Eq.~(\ref{eq:efros}). The relative minus sign between the $l=2$ parts of the two waves has become the plus sign.

The root $x=0$ is not a level: since $m_l\le m_h$, $\langle H\rangle\ge\langle p^2\rangle/(2m_h)>0$ for any state that vanishes at the wall.

\subsection*{Where the lowest root lies}

Call the left side of Eq.~(\ref{eq:efros}) $f(x)$, and let $X_0=5.7635$ be the first positive zero of $j_2$. Take $\beta<1$. For $0<x<\pi$ all four Bessel functions in $f$ are positive, so there is no root. At $x=\pi$ the first term vanishes and the second is positive. At $x=X_0$ the second term vanishes and the first is negative, because $\pi<X_0<2\pi$ makes $j_0(X_0)<0$ while $y<X_0$ keeps $j_2(y)>0$. Therefore
\begin{equation}
\pi<x<X_0 .
\end{equation}
At $\beta=1$ the condition is $2j_0(x)j_2(x)=0$, and the familiar $x=\pi$ returns.

The level falls as $\beta$ grows at fixed $m_h$ and $a$. To see this, let $\Pi_l$ project on the light band and write
\begin{equation}
m_hH=\frac{p^2}{2}+\frac12\Bigl(\frac1\beta-1\Bigr)p^2\Pi_l,\qquad
p^2\Pi_l=\frac12\Bigl[\frac94p^2-(\mathbf p\cdot\mathbf J)^2\Bigr].
\end{equation}
The operator $p^2\Pi_l$ is non-negative. Use the ground state $\psi$ of this symmetry at $\beta$ as a trial state at $\beta'>\beta$. Its energy is lower by $(1/\beta-1/\beta')\langle p^2\Pi_l\rangle/(2m_h)$, and the true level at $\beta'$ is no higher than that. The expectation value cannot be zero. If it were, $p^2\Pi_l\psi$ would vanish, whereas inside the sphere it equals $k_l^2C\psi_l$, with $C=j_2(x)/j_2(y)>0$ in the interval above.

\subsection*{The two ends of the curve}

For small $\beta$, $j_2(y)\approx y^2/15=\beta x^2/15$ and $j_0(y)\approx1$. With $x=X_0+\delta$, first order gives
\begin{equation}
\frac{\beta X_0^2}{15}\,j_0(X_0)+j_2'(X_0)\,\delta=0 .
\end{equation}
At a zero of $j_2$, the relations $j_2'=j_1-3j_2/x$ and $j_0+j_2=3j_1/x$ give $j_2'(X_0)=j_1(X_0)$ and $j_0(X_0)=3j_1(X_0)/X_0$. Thus $\delta=-\beta X_0/5$, and
\begin{equation}
x\approx X_0\Bigl(1-\frac{\beta}{5}\Bigr),\qquad \beta\to0 .
\end{equation}
The energy stays finite although the light mass tends to zero. In this limit $k_l\to0$, and the light wave becomes a constant in the $l=0$ part. That constant cancels the heavy $j_0$ at the wall, leaving $j_2(x)=0$ as the remaining requirement.

Near equal masses put $\beta=1-\varepsilon$ and $x=\pi+\delta$, so that $y\approx\pi+\delta-\pi\varepsilon/2$. Since $j_0(\pi)=0$, first order gives
\begin{equation}
j_0'(\pi)\,j_2(\pi)\Bigl[\delta+\Bigl(\delta-\frac{\pi\varepsilon}2\Bigr)\Bigr]=0
\quad\Longrightarrow\quad
x\approx\pi\Bigl(1+\frac{1-\beta}{4}\Bigr).
\end{equation}
Then $x^2\approx\pi^2(1+\varepsilon/2)$. This is the energy of an $l=0$ state whose inverse mass is the mean of $1/m_h$ and $1/m_l$, as $A_{00}=5/4$, midway between $9/4$ and $1/4$, implies.

\subsection*{The plot}

\begin{figure}[h]
\centering
\setlength{\unitlength}{0.9mm}
\begin{picture}(112,82)(-10,-9)
\put(0,0){\line(1,0){104}}
\put(0,0){\line(0,1){72}}
\put(0,-5){\makebox(0,0){0}}
\put(50,0){\line(0,1){1.5}}
\put(50,-5){\makebox(0,0){0.5}}
\put(100,0){\line(0,1){1.5}}
\put(100,-5){\makebox(0,0){1}}
\put(75,-5){\makebox(0,0){$\beta$}}
\multiput(0,20)(0,20){3}{\line(1,0){1.5}}
\put(-5,20){\makebox(0,0){10}}
\put(-5,40){\makebox(0,0){20}}
\put(-5,60){\makebox(0,0){30}}
\put(-5,71){\makebox(0,0){$x^2$}}
\put(0,66.4){\circle{1.8}}
\put(5,64.7){\circle*{1.4}}
\put(10,61.8){\circle*{1.4}}
\put(15,57.0){\circle*{1.4}}
\put(20,50.9){\circle*{1.4}}
\put(25,45.1){\circle*{1.4}}
\put(30,40.4){\circle*{1.4}}
\put(35,36.6){\circle*{1.4}}
\put(40,33.6){\circle*{1.4}}
\put(45,31.2){\circle*{1.4}}
\put(50,29.2){\circle*{1.4}}
\put(55,27.5){\circle*{1.4}}
\put(60,26.1){\circle*{1.4}}
\put(65,24.9){\circle*{1.4}}
\put(70,23.9){\circle*{1.4}}
\put(75,23.0){\circle*{1.4}}
\put(80,22.2){\circle*{1.4}}
\put(85,21.5){\circle*{1.4}}
\put(90,20.8){\circle*{1.4}}
\put(95,20.3){\circle*{1.4}}
\put(100,19.7){\circle*{1.4}}
\end{picture}
\caption{The $1S_{3/2}$ energy in units of $\hbar^2/(2m_ha^2)$ against $\beta=m_l/m_h$, at fixed $m_h$ and $a$. The open circle is the limit $\beta\to0$.}
\end{figure}

On the plotted grid the steepest fall is between $\beta=0.15$ and $0.20$. The $l=2$ share of the state drops from 47\% at $\beta=0.05$ to 4\% at $\beta=0.30$, so the name S describes the state poorly at the left end.

As a test, I diagonalized the full four-component $H$ in polynomials that vanish on the sphere, without using $F$, $l$ or Bessel functions. At six values of $\beta$ from 0.05 to 0.70, its lowest even level is fourfold and agrees with the root of Eq.~(\ref{eq:efros}) to about $10^{-6}$ in $x$. At these values it also lies below the lowest odd level. The margin is smallest at $\beta=0.15$, with $x=5.34$ against $5.40$. The numerical output lists all six cases.

\subsection*{Numbers for a 3 nm dot}

Take $a=3$ nm, $m_h=1.1\,m_e$ and $m_l=0.33\,m_e$. Then $\beta=0.33/1.1=0.30$, and the root is $x=4.493$, with $y=2.461$ and $C=0.849$. The energy is
\begin{equation}
E=\frac{\hbar^2}{2m_ha^2}\,x^2=3.8485\ \text{meV}\times20.18\approx78\ \text{meV}.
\end{equation}
The heavy mass alone, with $x=\pi$, would give $3.8485\times9.870\approx38$ meV, about half as much.

These are round parameters in the rough regime of colloidal CdSe nanocrystals, and 78 meV is not a prediction for that material. The following sizes also rest on rough typical inputs. Replacing the hard wall by a 1.5 eV barrier, with the same masses assumed outside, lowers the level to 65 meV, or by 16\% of the hard-wall value. A spin-orbit splitting of 0.4 eV changes it by only about 0.3 meV. Cubic warping with $\gamma_3-\gamma_2=0.2$, at fixed $\gamma=(2\gamma_2+3\gamma_3)/5$, also changes it by about 0.3 meV. An axial crystal field that splits the bulk band edge by 25 meV splits the fourfold level by 23 meV.

Electrostatics is not a small correction. For dielectric constants 8 inside and 2 outside, the charging estimate $(e^2/8\pi\varepsilon_0a)(1/2-1/8)$ is 90 meV, more than the confinement energy itself. If an electron in a spherically symmetric state is also present, its attraction has two parts. The direct part, screened by the dot material, is measured in units of $e^2/(4\pi\varepsilon_0\,8a)=60$ meV; for an electron in the lowest hard-wall state it is about 1.8 of these units, or 110 meV. The charge induced at the surface adds $(e^2/4\pi\varepsilon_0a)(1/2-1/8)=180$ meV, which offsets the charging estimates of the two carriers, 90 meV each. Those estimates keep only the monopole part of each carrier's interaction with its own induced charge. With the higher multipoles they are about 102 meV for the hole and 105 meV for the electron, so about 27 meV remains uncancelled. Thus $E$ is the kinetic part of the hole energy, not the full energy of adding a hole to a real dot.

The lowest odd level lies at 93 meV in the same hard-wall model, 16 meV higher, while $k_BT$ at 300 K is 26 meV. This gap is sensitive: it shrinks to 13 meV with the 0.4 eV splitting alone and grows to about 28 meV with the direct attraction of the electron alone, in both cases no larger than about $k_BT$. A hole in thermal equilibrium at room temperature would therefore not stay in $1S_{3/2}$ alone.

The large-splitting assumption weakens in smaller dots. Since $E\propto a^{-2}$ at fixed masses, halving the radius gives about $4\times78\approx310$ meV, comparable with the 0.4 eV splitting. The splitting is then no longer much larger than the confinement energy, as the fourfold model assumes. For these parameters the error in the $1S_{3/2}$ level is still small: including the split-off band in the hard-wall model lowers it by about 3 meV, or 1\%. The lowest odd level is hit much harder, falling by about 30 meV, or 8\%, so other levels and other parameters need their own check.

\section*{Table of computed values}
\begin{verbatim}
angular matrix of (J.n)^2, l=0,2: [[1.25, 1.0], [1.0, 1.25]]
first zero of j2 (limit beta->0): 5.763459
slope (1-x/X0)/beta near 0: 0.20010
slope (x/pi-1)/(1-beta) near 1: 0.25002
beta   x from condition   x from 3D matrix   x of lowest odd level
0.05   5.688412   5.688413   6.3556
0.10   5.558098   5.558098   5.7601
0.15   5.338443   5.338443   5.4017
0.20   5.045173   5.045173   5.1798
0.30   4.492714   4.492714   4.9249
0.70   3.455898   3.455898   4.5834
PLOT: star at x^2, one column per unit, bar marks x^2 = 8
beta  x        x^2      l=2 share
0.05  5.68841  32.3580  0.4683 |                        *
0.10  5.55810  30.8925  0.3953 |                       *
0.15  5.33844  28.4990  0.2658 |                    *
0.20  5.04517  25.4538  0.1412 |                 *
0.25  4.74988  22.5613  0.0723 |               *
0.30  4.49271  20.1845  0.0400 |            *
0.35  4.27783  18.2998  0.0239 |          *
0.40  4.09876  16.7999  0.0152 |         *
0.45  3.94823  15.5885  0.0100 |        *
0.50  3.82020  14.5940  0.0068 |       *
0.55  3.71007  13.7647  0.0046 |      *
0.60  3.61433  13.0634  0.0032 |     *
0.65  3.53029  12.4629  0.0021 |    *
0.70  3.45590  11.9432  0.0014 |    *
0.75  3.38954  11.4890  0.0009 |   *
0.80  3.32996  11.0886  0.0005 |   *
0.85  3.27612  10.7330  0.0003 |   *
0.90  3.22721  10.4149  0.0001 |  *
0.95  3.18255  10.1286  0.0000 |  *
1.00  3.14159   9.8696  0.0000 |  *
EXAMPLE: a = 3.0 nm, m_h = 1.1, m_l = 0.33 m_e
beta = 0.300, g1 = 1.9697, g = 0.5303
x = 4.49271, sqrt(beta) x = 2.46076
light-wave amplitude C = 0.84926
hbar^2/(2 m_h a^2) = 3.8485 meV
1S3/2 level = 0.07768 eV
lowest odd level = 0.09334 eV
six bands, splitting 0.4 eV: even 0.07740 eV, odd 0.09036 eV
barrier 1.5 eV: level = 0.06504 eV
warping g3-g2 = 0.2: shift = -0.3025 meV
crystal field 25 meV: level splits by 23.349 meV
polarization energy (eps 8 in, 2 out) = 0.0900 eV
electron-hole attraction scale e^2/(4 pi eps0 eps a) = 0.0600 eV
thermal energy at 300 K = 25.85 meV
\end{verbatim}
